# Waiting Time for 99 Percent of Exponentially Distributed Breakdown Delays

**The situation.** A constant voltage is switched on at $t=0$ across a gas gap. The voltage exceeds the breakdown voltage, but nothing happens until a free electron appears near the cathode and starts a discharge that sustains itself. The delay therefore differs from trial to trial. In the gap considered here its mean is $\tau=2$ ms.

Seed electrons leave the cathode at random at a steady mean rate $Y$. Each ignites the gap with probability $P$, independently of the others. Trials are independent, and the growth from a successful seed to a glow is at first taken to be instantaneous. A waiting time "captures" a fraction $F$ of events if a single trial ignites within it with probability $F$. In a long series, $F$ is then the expected fraction of trials that have ignited.

## Part (a): The law of the delays

**Question.** Show that the delays are exponentially distributed, and express their mean through $Y$ and $P$.

**Model answer.** Let $S(t)$ be the probability that the gap has not ignited by time $t$. In a short interval $dt$ a seed appears with probability $Y\,dt$, and it succeeds with probability $P$. The chance of ignition in $dt$ is thus $YP\,dt$; two seeds in the same interval contribute only at order $dt^2$. To be unignited at $t+dt$, the gap must be unignited at $t$ and escape ignition during $dt$:

$$S(t+dt)=S(t)\,(1-YP\,dt).$$

Subtracting $S(t)$ and dividing by $dt$ gives

$$\frac{dS}{dt}=-YP\,S .$$

No gap has ignited at the start, so $S(0)=1$ and

$$S(t)=e^{-YPt}.$$

The probability density of the delay is the rate at which $S$ falls, $f(t)=-dS/dt=YP\,e^{-YPt}$. Its mean follows by integration by parts:

$$\langle t\rangle=\int_0^\infty t f\,dt=\Big[-tS\Big]_0^\infty+\int_0^\infty S\,dt=0+\frac{1}{YP}.$$

The boundary term vanishes at the lower limit because $t=0$, and at the upper limit because the exponential falls faster than $t$ grows. Hence

$$\tau=\frac{1}{YP},\qquad S(t)=e^{-t/\tau},\qquad f(t)=\frac{e^{-t/\tau}}{\tau}.$$

The mean alone would not fix the distribution. The exponential form comes from the constant chance of ignition per unit time.

## Part (b): The waiting time

**Question.** Find the waiting time that captures a fraction $F$ of events, and evaluate it for 99 percent. Does rounding the result to two figures preserve the 99 percent?

**Model answer.** The captured fraction is the complement of the fraction still waiting:

$$F=1-S(t_F)=1-e^{-t_F/\tau}.$$

Thus $e^{-t_F/\tau}=1-F$. Taking logarithms and multiplying by $-\tau$ gives

$$t_F=-\tau\ln(1-F).$$

The result is positive because $1-F<1$ has a negative logarithm. For $F=0.99$,

$$t_{99}=-\tau\ln 0.01=\tau\ln100=(2\ \text{ms})(4.605)=9.21\ \text{ms},$$

or 9.2 ms to two figures.

Substituting the rounded time back gives $1-e^{-9.2/2}=98.995$ percent, just short of the target. If 99 percent is a guaranteed minimum, the time must be rounded up: 9.3 ms captures 99.044 percent.

The mean delay itself captures $1-e^{-1}$, or 63.2 percent. Half the events occur within 1.39 ms and 90 percent within 4.61 ms. Reducing the missed fraction by a factor of ten always adds the same time in this model,

$$-\tau\ln\frac{1-F}{10}+\tau\ln(1-F)=\tau\ln10=4.61\ \text{ms}.$$

This is why going from 90 to 99 percent doubles the wait. As $F\to1$ the time grows without limit: no finite wait captures every event.

## Part (c): A gap that has already waited

**Question.** A trial has not ignited after 4 ms. What is its mean further wait?

**Model answer.** The probability of surviving a further time $s$, given survival to $t$, is

$$\frac{S(t+s)}{S(t)}=\frac{e^{-(t+s)/\tau}}{e^{-t/\tau}}=e^{-s/\tau}=S(s).$$

The elapsed time $t$ has cancelled. The further wait has the same distribution as the original one, and its mean is again 2 ms. A late gap is not "due" to ignite, because the seeds that failed have left no trace in this model. If they did leave charge or excited atoms behind, the chance per unit time could depend on the time already elapsed, and the cancellation would then fail.

## Part (d): The probability that a seed succeeds

**Question.** The gap contains argon at pressure $p=1$ Torr, has width $d=1$ cm, and is held at $V=250$ V. Its aluminium cathode has an area of 1 cm² and is weakly illuminated. An electron makes $\alpha$ ionizations per unit length, with

$$\alpha=Ap\,e^{-Bpd/V},\qquad A=12\ \text{cm}^{-1}\,\text{Torr}^{-1},\qquad B=180\ \text{V}\,\text{cm}^{-1}\,\text{Torr}^{-1}.$$

Each ion reaching the cathode frees an electron with probability $\gamma=0.05$. These are rough typical values. Find $P$, the breakdown voltage, and the seed rate that corresponds to the 2 ms mean.

**Model answer.** *Avalanche size.* Let $p_n(x)$ be the probability that one starting electron has become $n$ electrons after a distance $x$. Assume that an electron's chance of ionizing does not depend on how far it has travelled since its last ionization. With $n$ electrons present, the chance of an ionization in $dx$ is then $n\alpha\,dx$, so

$$\frac{dp_n}{dx}=\alpha\left[(n-1)p_{n-1}-n p_n\right],\qquad p_1(0)=1.$$

With $u=e^{-\alpha x}$, the solution is $p_n=u(1-u)^{n-1}$. To verify it, use $du/dx=-\alpha u$. The left side becomes

$$\alpha u(1-u)^{n-2}\left[-(1-u)+(n-1)u\right]=\alpha u(1-u)^{n-2}(nu-1),$$

and the right side becomes

$$\alpha u(1-u)^{n-2}\left[(n-1)-n(1-u)\right]=\alpha u(1-u)^{n-2}(nu-1).$$

They agree, and at $x=0$, where $u=1$, only $p_1$ is nonzero. This is a geometric distribution with mean $1/u$, so the mean size at the anode is $M=e^{\alpha d}$.

*Successors.* An avalanche of $n$ electrons leaves $k=n-1$ ions, with probability $M^{-1}(1-M^{-1})^k$. Let $G(s)$ be the average of $s^j$, where $j$ is the number of electrons these ions free at the cathode. Each ion contributes a factor $1-\gamma+\gamma s$. Summing the geometric series gives

$$G(s)=\frac{1/M}{1-(1-1/M)\,[1-\gamma(1-s)]}=\frac{1}{1+\mu(1-s)},\qquad \mu=\gamma(M-1).$$

The second form follows on multiplying numerator and denominator by $M$. The mean number of successors is $G'(1)=\mu$.

*Extinction.* Let $q$ be the probability that the chain started by one electron dies out. It does so if the chains of all $j$ successors die out, which has probability $q^j$. Averaging over $j$,

$$q=G(q)=\frac{1}{1+\mu(1-q)}.$$

Multiplying out gives $q+\mu q(1-q)=1$, or

$$(1-q)(\mu q-1)=0.$$

The roots are $q=1$ and $q=1/\mu$. To choose between them, let $q_m$ be the probability of extinction by generation $m$. It starts at $q_0=0$ and obeys $q_{m+1}=G(q_m)$. Since $G$ increases with its argument, $q_m$ rises but cannot pass the smaller root, and it converges to that root. For $\mu>1$, therefore,

$$P=1-q=1-\frac1\mu .$$

For $\mu\le1$ the chain dies out with certainty, and $P=0$.

*Numbers.* At 250 V,

$$\alpha=12\,e^{-180/250}=5.84\ \text{cm}^{-1},\qquad M=e^{5.84}=344,$$

$$\mu=0.05\times343=17.2,\qquad P=1-\frac{1}{17.2}=0.942.$$

The required seed rate is

$$Y=\frac{1}{\tau P}=\frac{1}{(0.002\ \text{s})(0.942)}=531\ \text{s}^{-1}.$$

*Breakdown voltage.* The threshold $\mu=1$ requires $e^{\alpha d}=1+1/\gamma$, so $\alpha d=\ln(1+1/\gamma)$. Inserting $\alpha$ and solving for the voltage,

$$V_b=\frac{Bpd}{\ln\left[\dfrac{Apd}{\ln(1+1/\gamma)}\right]}=131\ \text{V}.$$

As $V$ falls towards $V_b$ with $Y$ held fixed, $P\to0$ and the mean delay diverges. At 250 V little remains to be gained from more voltage: even $P=1$ would shorten the delay by only about 6 percent at fixed $Y$. More seeds would shorten it in inverse proportion to $Y$.

*A numerical test.* Avalanches were built up from single ionizations with the values above. They gave 17.4 successors on average and an ignition probability of 0.941. Their successor numbers were then used to follow 100 000 trials, from random seeds at the rate $Y$ through successive generations. The mean delay was 1.999 ms and the 99 percent time 9.07 ms.

The second figure lies 0.14 ms below $t_{99}$. In $N$ trials the captured fraction scatters by $\sqrt{F(1-F)/N}$. Dividing by the density $f(t_F)=(1-F)/\tau$ converts this into a scatter in time:

$$\tau\sqrt{\frac{F}{(1-F)N}}=2\ \text{ms}\times\sqrt{\frac{99}{100\,000}}=0.06\ \text{ms}.$$

The difference is a little over two standard errors, which is on the large side but compatible with chance. Trials still waiting at 4 ms had a mean further wait of 1.96 ms, against the predicted 2 ms. This is also low by about two standard errors. It is not independent evidence of a discrepancy, since both figures depend on the same late events.

## Part (e): The time needed for growth

**Question.** Ions drift at roughly 1500 m/s. Estimate the formative time $t_f$ between the successful seed and the glow. How does it change the 99 percent time?

**Model answer.** The discharge stops growing freely when its own charge distorts the applied field $E=V/d=2.5\times10^4$ V/m. A sheet of $N_i$ ions spread over the area $a$ changes the field across it by $eN_i/(\varepsilon_0a)$. Setting this equal to $E$ gives

$$N_i=\frac{\varepsilon_0Ea}{e}=1.4\times10^8 .$$

Most ions are created near the anode, where the avalanche is largest. For a simple estimate, let each generation last one full ion transit:

$$\frac{d}{v_i}=\frac{0.01\ \text{m}}{1500\ \text{m/s}}=6.7\ \mu\text{s}.$$

The first avalanche leaves about 343 ions, and each generation multiplies their number by 17.2 on average. Four transits give $343\times17.2^4\approx3\times10^7$, which is too few. Five give about $5\times10^8$, which is enough. Hence $t_f\approx5\times6.7\ \mu\text{s}=33\ \mu\text{s}$.

This is an order-of-magnitude estimate. It overstates the mean time to reach this charge, because ions created nearer the cathode return sooner and start the next generation early. If each ion is given its own return time, the mean ion number grows by a factor of about 42 per transit and reaches $N_i$ after about 3.7 transits, or 25 μs. It also ignores fluctuations in the growth, and ions concentrated on less than the full area would distort the field sooner. The final settling into a steady glow, after the field has been distorted, is not included.

The correction depends on what the 2 ms describes. If it is the mean of the random wait for a successful seed, the growth time is simply added:

$$t=t_f+\tau\ln100=0.033+9.21=9.24\ \text{ms}.$$

If it is the mean of the whole measured delay, the random part has the smaller mean $\tau-t_f$, and

$$t=t_f+(\tau-t_f)\ln100=9.09\ \text{ms}.$$

The second answer is lower than $t_{99}$ because the fixed part of the delay has no long tail. Relative to 9.21 ms the two shifts are about $+0.4$ and $-1.3$ percent. The purely exponential law is adequate here because $t_f\ll\tau$. With strong illumination $\tau$ could become comparable to $t_f$, and the law would fail.

## Part (f): An uncertain mean and a fading seed source

**Question.** (i) The mean was estimated from 100 recorded delays. What is the standard error of the 99 percent time? (ii) Suppose instead that the seed rate decays as $e^{-t/T}$ after the voltage is applied, with an initial ignition rate of $1/\tau$. Find the new 99 percent time for $T=100$ ms, and discuss $T=5$ ms.

**Model answer.** (i) Integration by parts gives

$$\langle t^2\rangle=\int_0^\infty 2t\,S\,dt=2\tau\int_0^\infty t f\,dt=2\tau^2,$$

where $S=\tau f$ was used. The variance of one delay is $2\tau^2-\tau^2=\tau^2$. The mean of $n$ independent delays then has standard error $\tau/\sqrt n$. The 99 percent time is this mean multiplied by $\ln100$, so its standard error is

$$\frac{\tau\ln100}{\sqrt n}=\frac{9.21\ \text{ms}}{\sqrt{100}}=0.92\ \text{ms}.$$

Dividing the 100 000 simulated delays into groups of 100 gave the same scatter, 0.92 ms. With such a record the result should be quoted as $9.2\pm0.9$ ms. The second figure of 9.2 ms is meaningful only if the mean is known much better than this.

(ii) The chance of ignition per unit time is now $e^{-t/T}/\tau$, so $dS/dt=-S\,e^{-t/T}/\tau$. Dividing by $S$ and integrating from zero,

$$-\ln S(t)=\frac1\tau\int_0^t e^{-t'/T}dt'=\frac T\tau\left(1-e^{-t/T}\right).$$

For 99 percent capture, $-\ln S=\ln100$. Solving for the exponential gives $e^{-t/T}=1-\tau\ln100/T$, and hence

$$t=-T\ln\left(1-\frac{\tau\ln100}{T}\right).$$

For $T=100$ ms this is 9.66 ms, which is 0.45 ms or about 5 percent later than for a steady source. Expanding the logarithm for large $T$ gives $t\approx t_{99}+t_{99}^2/(2T)$. The steady result is recovered as $T\to\infty$.

A solution requires $T>\tau\ln100=9.21$ ms. For $T=5$ ms there is none. Letting $t\to\infty$ in the expression for $-\ln S$ shows that the captured fraction never exceeds

$$1-e^{-T/\tau}=1-e^{-2.5}=91.8\ \text{percent}.$$

The source fades before enough seeds have appeared, and waiting longer cannot help.

## Part (g): Use in a real discharge

**Question.** How far may the 9.2 ms be applied to a real argon gap with an aluminium cathode?

**Model answer.** The pressure, gap and voltage are plausible for a small low-pressure glow discharge. The ionization coefficients and the ion yield are rough, and the yield depends on the oxide and cleanliness of the aluminium. The avalanche model is also simplified. In argon an electron must fall through about 15.8 V before it can ionize, which takes 0.6 mm at 250 V. This is not negligible beside $1/\alpha=1.7$ mm. It makes avalanche sizes less scattered, so for the same mean size $P$ lies closer to 1 than the 0.942 found above. These uncertainties affect $P$, $V_b$ and the deduced $Y$, but not the relation $t_{99}=\tau\ln100$ once $\tau$ is given. The 2 ms mean is a chosen value. It implies roughly 500 seeds per second from 1 cm², far more than background radiation would be expected to supply to an unlit cathode, so the illumination matters.

The assumption of a steady seed rate can also fail. Under repeated pulses, charge and excited atoms left by the previous discharge can supply seeds at a rate that falls with time. Part (f) treats the extreme case in which all seeds come from the fading source. For $T=100$ ms the 99 percent time is about 5 percent later than for a steady source with the same initial rate. The mean delay also lengthens, to 2.04 ms, so the 99 percent time is only about 3 percent later than that mean times $\ln100$. The absence of a 99 percent time for $T=5$ ms holds only when no steady source remains. With steady illumination as well, $-\ln S$ keeps growing and a 99 percent time always exists, though it can be long if the steady part is weak. These values of $T$ are illustrations, not measurements.

A waiting time of $\tau\ln100$ is therefore justified when the recorded delays follow an exponential out to the late events that matter, when the formative time is short compared with $\tau$, and when a margin is added for the error of the mean. Without a margin, a wait of $\ln100$ times a mean estimated from 100 delays captures less than 99 percent in about half of such records. The main computed values are collected in the numerical output.

## Table of computed values

```
mean delay: 2 ms
ln 100: 4.60517
waiting time for 99 percent: 9.21034 ms
waiting time, two figures: 9.2 ms
waiting time for 50 percent: 1.386 ms
waiting time for 90 percent: 4.605 ms
cost of each factor ten: 4.605 ms
captured by 2.0 ms: 63.212 %
captured by 9.2 ms: 98.995 %
captured by 9.3 ms: 99.044 %
99 percent time from small steps: 9.2102 ms
mean from quadrature: 2 ms
captured fraction from quadrature: 0.99
argon pressure: 1 Torr
gap: 1 cm
cathode area: 1 cm2
applied voltage: 250 V
ionization coefficient A, rough: 12 1/(cm Torr)
ionization coefficient B, rough: 180 V/(cm Torr)
yield per ion, rough: 0.05
ion drift speed, rough: 1500 m/s
breakdown voltage of the model: 131 V
alpha: 5.84 1/cm
mean avalanche size M: 344 electrons
mean successors mu: 17.2
mean successors, sampled: 17.4
ignition probability P: 0.942
ignition probability, sampled: 0.941
deduced seed rate Y: 531 1/s
simulated ignition histories: 100000
simulated mean delay: 1.999 ms
simulated 99 percent time: 9.07 ms
simulated mean further wait after 4 ms: 1.96 ms
ions needed to match applied field: 1.4e+08
ion transit time: 6.7 us
ion transits needed: 5
formative time, rough: 33 us
99 percent time, formative time added: 9.24 ms
99 percent time, 2 ms as total mean: 9.09 ms
delays in the finite record: 100
standard error of 99 percent time: 0.92 ms
same error, simulated: 0.92 ms
slow seed decay time: 100 ms
99 percent time with slow decay: 9.66 ms
fast seed decay time: 5 ms
capture ceiling with fast decay: 91.8 %
```
